\section*{Why thin random cracks soften a film at vanishing porosity}

\section{Result and its meaning}

A dielectric film can lose a sizeable part of its stiffness to flat cracks that occupy almost no volume. Let an isotropic solid of Young modulus $E_0$, Poisson ratio $\nu$ and bulk modulus $K_0$ contain $N$ circular cracks of radius $a$ per unit volume, with random positions and orientations. To first order in the crack density $\rho=Na^3$,
\begin{align}
\frac{E_0}{E}&=1+c_E\,\rho, & c_E&=\frac{16(1-\nu^2)(10-3\nu)}{45(2-\nu)},\label{E}\\
\frac{K_0}{K}&=1+c_K\,\rho, & c_K&=\frac{16(1-\nu^2)}{9(1-2\nu)}.\label{K}
\end{align}
If each crack is a thin spheroidal gap of half-opening $c$ at its centre and aspect ratio $\alpha=c/a$, the porosity is
\begin{equation}
\phi=N\,\frac{4\pi}{3}a^2c=\frac{4\pi}{3}\,\alpha\rho .\label{phi}
\end{equation}
When $\alpha\to0$ at fixed $\rho$, the porosity vanishes and the softening does not. A crack adds compliance because its faces move apart and slide under load. That motion is set by the radius; the gap present before loading does not enter at leading order.

The result assumes linear elasticity, open and dry crack faces free of traction, $\rho\ll1$, and cracks much smaller than the film thickness. Tension is positive.

\section{Extra strain comes from moving surfaces}

Let $\bar\sigma$ be the mean stress applied to a body of volume $V$. Its mean strain is defined by the displacement $u$ of its outer surface,
\begin{equation}
\bar\varepsilon_{ij}=\frac1V\oint_{\rm outer}\tfrac12(u_in_j+u_jn_i)\,dS .
\end{equation}
Apply the divergence theorem to the solid part. Its boundary is the outer surface plus the cavity walls. With $n$ on a wall pointing from the cavity into the solid, the outward normal of the solid there is $-n$, so
\begin{equation}
\bar\varepsilon_{ij}=\frac1V\int_{\rm solid}\varepsilon_{ij}\,dV+\frac1V\sum_{\rm cavities}\oint\tfrac12(u_in_j+u_jn_i)\,dS .
\end{equation}
In the solid $\varepsilon=S_0\sigma$, where $S_0$ is the compliance of the solid. In equilibrium the volume integral of $\sigma$ equals a surface integral of traction times position. Traction-free walls contribute nothing to it, and the outer surface gives $V\bar\sigma$. The first term is therefore $S_0\bar\sigma$, whatever the porosity.

For a crack the two walls coincide. They have opposite normals, so their sum contains the displacement jump $b=u^+-u^-$:
\begin{equation}
\bar\varepsilon_{ij}=(S_0\bar\sigma)_{ij}+\frac1V\sum_{\rm cracks}\int\tfrac12(b_in_j+b_jn_i)\,dA .\label{extra}
\end{equation}
The softening problem is now to find the jump for a given load.

\section{How far a loaded crack opens and slides}

\subsection{Response of one half-space}

Put the crack in the plane $z=0$ and consider the solid at $z>0$, with shear modulus $\mu=E_0/[2(1+\nu)]$. For a surface wave of wavenumber $k$ take
\begin{equation}
u_x=(p+qz)e^{-kz}\sin kx,\qquad u_z=(r+sz)e^{-kz}\cos kx .
\end{equation}
The equilibrium equation is $\nabla^2u+\nabla(\nabla\!\cdot u)/(1-2\nu)=0$. Its divergence shows that $\nabla\!\cdot u$ is harmonic, so the term in $z e^{-kz}$ must drop out of $\nabla\!\cdot u$, which requires $s=q$. Then $\nabla\!\cdot u=De^{-kz}\cos kx$ with $D=k(p-r)+q$. The $x$ component of equilibrium reads $-2kq-kD/(1-2\nu)=0$, and the $z$ component gives the same condition. Hence $D=-2(1-2\nu)q$, or
\begin{equation}
k(r-p)=(3-4\nu)q .\label{nav}
\end{equation}
The stress amplitudes at the surface are
\begin{equation}
\sigma_{xz}=\mu(q-kp-kr),\qquad \sigma_{zz}=2\mu[(1-2\nu)q-kr].
\end{equation}

\emph{Opening.} The two halves move as mirror images, so $\sigma_{xz}=0$ and $kp=q-kr$. With $r=w$, equation \eqref{nav} gives $2kw=4(1-\nu)q$, so $q=kw/[2(1-\nu)]$ and
\begin{equation}
\sigma_{zz}=2\mu kw\left[\frac{1-2\nu}{2(1-\nu)}-1\right]=-\frac{\mu k}{1-\nu}\,w .
\end{equation}

\emph{Sliding along the wavevector.} Now $u_x$ is odd in $z$ and $u_z$ even, which makes $\sigma_{zz}$ odd. It is also continuous, so it vanishes on the plane, and $kr=(1-2\nu)q$. With $p=w$, equation \eqref{nav} gives $q=-kw/[2(1-\nu)]$, and
\begin{equation}
\sigma_{xz}=\mu(2\nu q-kw)=-\frac{\mu k}{1-\nu}\,w .
\end{equation}

\emph{Sliding across the wavevector.} The field $u_y=we^{-kz}\cos kx$ has no divergence and is harmonic. It gives $\sigma_{yz}=-\mu kw$.

\subsection{The opening profile}

Under a remote tension $\sigma$ normal to the crack, the total field is the uniform stress plus a correction that must supply $\sigma_{zz}=-\sigma$ on the faces. Try the half-jump $w=B\sqrt{a^2-r^2}$, where $r$ is now the distance from the crack centre. Its Hankel transform follows from the two-dimensional Fourier integral. Integration across the wavevector gives $\int\!\sqrt{a^2-x^2-y^2}\,dy=\tfrac\pi2(a^2-x^2)$, and then
\begin{equation}
\hat w(k)=\frac{B}{2\pi}\int_{-a}^{a}\frac\pi2(a^2-x^2)\cos kx\,dx
=B\,\frac{\sin ka-ka\cos ka}{k^3}.
\end{equation}
The correction traction is $-\mu/(1-\nu)$ times
\begin{equation}
\int_0^\infty k\,\hat w\,J_0(kr)\,k\,dk=B\int_0^\infty\frac{\sin ka-ka\cos ka}{k}J_0(kr)\,dk .\label{J0}
\end{equation}
Write $J_0(kr)=\pi^{-1}\int_0^\pi\cos(kr\cos\theta)\,d\theta$. Since $\int_0^\infty k^{-1}\sin ka\cos ks\,dk=\pi/2$ for $|s|<a$, the sine term gives $\pi/2$ at every $r<a$. The cosine term is $a\,\partial/\partial a$ of the sine term, which is constant, so it gives zero. The traction is thus uniform over the crack, as required, and $\mu B\pi/[2(1-\nu)]=\sigma$. With $\mu=E_0/[2(1+\nu)]$ the full jump is
\begin{equation}
b_n=2w=\frac{8(1-\nu^2)}{\pi E_0}\,\sigma\sqrt{a^2-r^2}.\label{bn}
\end{equation}

\subsection{The sliding profile}

For a remote shear $\tau$ along $x$, try the same profile with amplitude $B_s$ along $x$. A Fourier component whose wavevector makes an angle $\theta$ with $x$ has a part $\cos\theta$ along the wavevector and a part $\sin\theta$ across it. Apart from sign, its $x$ traction is
\begin{equation}
\mu k\hat w\left[\frac{\cos^2\theta}{1-\nu}+\sin^2\theta\right]
=\mu k\hat w\,\frac{(2-\nu)+\nu\cos2\theta}{2(1-\nu)},
\end{equation}
and its $y$ traction is proportional to $\sin2\theta$. The terms in $2\theta$ lead to integral \eqref{J0} with $J_2$ in place of $J_0$. Because $J_2(kr)=-\pi^{-1}\int_0^\pi\cos(kr\cos\theta)\cos2\theta\,d\theta$, the same steps leave $\int_0^\pi\cos2\theta\,d\theta=0$. The traction is again uniform, and
\begin{equation}
\frac{\mu(2-\nu)}{2(1-\nu)}\,\frac{\pi}{2}B_s=\tau .
\end{equation}
Comparison with the opening condition shows that, per unit load, the sliding jump is larger than the opening jump by $2/(2-\nu)=1/(1-\nu/2)$.

\subsection{Where the cube comes from}

Using $\int_0^a\sqrt{a^2-r^2}\,2\pi r\,dr=2\pi a^3/3$,
\begin{equation}
\int b_n\,dA=Qa^3\sigma,\qquad Q=\frac{16(1-\nu^2)}{3E_0}.\label{Q}
\end{equation}
One factor $a$ comes from the opening, since a wider crack is less stiffly held at its rim, and $a^2$ comes from the area.

The energy view is equivalent. The crack adds elastic energy $W=\tfrac12Qa^3\sigma^2$ at fixed load. Divided by the energy density $\sigma^2/2E_0$, this is a volume $E_0Qa^3$, or $5.0\,a^3$ for $\nu=0.25$. A sphere of radius $a$ has volume $4.2\,a^3$. The crack acts through a region of solid about as large as the sphere drawn around it.

\section{Random orientations}

Load the body by a uniaxial stress $\sigma$ along axis 1, with unit vector $e_1$. At small $\rho$ each crack feels this stress alone. A crack with normal $n$ carries the normal traction $\sigma n_1^2$ and the shear traction $\sigma n_1(e_1-n_1n)$, so
\begin{equation}
\int b\,dA=Qa^3\sigma\left[n_1^2\,n+\frac{n_1(e_1-n_1n)}{1-\nu/2}\right].
\end{equation}
The axial strain in \eqref{extra} needs $b_1n_1$. For random normals $\langle n_1^2\rangle=1/3$ and $\langle n_1^4\rangle=1/5$, hence $\langle n_1^2(1-n_1^2)\rangle=2/15$, and
\begin{align}
\frac1E-\frac1{E_0}&=NQa^3\left[\frac15+\frac{2}{15}\,\frac{2}{2-\nu}\right]\notag\\
&=NQa^3\,\frac{3(2-\nu)+4}{15(2-\nu)}=NQa^3\,\frac{10-3\nu}{15(2-\nu)}.
\end{align}
Multiplication by $E_0$ gives \eqref{E}. Under hydrostatic tension every crack opens and none slides. The extra volume strain is $NQa^3\sigma$, and division by $1/K_0=3(1-2\nu)/E_0$ gives \eqref{K}. For mixed radii the contributions add, so $\rho=N\langle a^3\rangle$ and the largest cracks weigh most.

\emph{Aligned cracks.} If all cracks lie parallel to the film, the through-thickness compliance rises by $NQa^3$, so $E_0/E_\perp=1+16(1-\nu^2)\rho/3$. A stress in the film plane puts no traction on these cracks, and the in-plane Young modulus is unchanged at this order.

\section{Why porosity works for round pores}

Around a spherical pore under remote hydrostatic tension, $u_r=Ar+C/r^2$ and $\sigma_{rr}=3K_0A-4\mu C/r^3$. The remote load fixes $3K_0A=\sigma$, and the free wall fixes $C=\sigma a^3/4\mu$. The wall moves by
\begin{equation}
u_r(a)=\sigma a\left[\frac1{3K_0}+\frac1{4\mu}\right]
=\frac{\sigma a}{E_0}\left[(1-2\nu)+\frac{1+\nu}{2}\right]=\frac{3(1-\nu)}{2}\,\frac{\sigma a}{E_0}.
\end{equation}
The extra volume strain is $4\pi a^2Nu_r(a)=6\pi(1-\nu)Na^3\sigma/E_0$. Divided by the crack value $NQa^3\sigma$, this is
\begin{equation}
\frac{6\pi(1-\nu)\cdot3}{16(1-\nu^2)}=\frac{9\pi}{8(1+\nu)},
\end{equation}
or 2.83 for $\nu=0.25$. The sphere also follows an $a^3$ law, with a coefficient of the same order. Its volume happens to scale as $a^3$ too, so porosity is a good measure for pores of one rounded shape. For thin cracks \eqref{phi} gives $\rho=3\phi/(4\pi\alpha)$, and the softening at fixed porosity is
\begin{equation}
\frac{E_0}{E}-1=\frac{3c_E}{4\pi}\,\frac{\phi}{\alpha},
\end{equation}
which grows as the voids are flattened, until $\rho$ is no longer small.

Shapes in between can be treated numerically. The strain in an isolated ellipsoidal void is uniform (Eshelby's property) and follows from an average of the elastic Green operator over directions. This calculation does not use the opening profile \eqref{bn}. At $\alpha=10^{-5}$ and $\nu=0.1$, 0.25 and 0.4 it agrees with $c_E$, $c_K$ and the opening and sliding compliances to a relative $2.4\times10^{-5}$. For $\rho=0.1$ and $\nu=0.25$ it gives:

\begin{center}
\begin{tabular}{ccc}
$\alpha$ & $\phi$ (\%) & first-order $E_0/E-1$\\
1 & 41.9 & 0.840\\
0.1 & 4.19 & 0.219\\
0.01 & 0.419 & 0.180\\
0.001 & 0.042 & 0.177\\
0.0001 & 0.004 & 0.176
\end{tabular}
\end{center}

From the second row to the last, the porosity falls a thousandfold and the softening by a fifth. The first row is a dilute slope multiplied by $\rho$; at 42\% porosity it does not predict a modulus.

\section{Size of the effect in a low-k film}

Take $E_0=10$ GPa, $\nu=0.25$, a thickness of 1000 nm, $a=50$ nm, $c=1$ nm and $N=8\times10^{14}\ \mathrm{cm^{-3}}=8\times10^{-7}\ \mathrm{nm^{-3}}$. Then
\begin{equation}
\rho=8\times10^{-7}\times50^3=0.1,\qquad \phi=\frac{4\pi}{3}\times0.02\times0.1=0.84\% .
\end{equation}
The coefficient $c_E=1.762$ consists of 1.000 from opening and 0.762 from sliding. Hence $E=10/1.176=8.50$ GPa. With $c_K=3.33$ the bulk modulus falls from 6.67 to 5.00 GPa. Since this second change is large, first-order theory is less secure for $K$ than for $E$.

Spherical pores of the same total volume give a softening of 0.0168 and $E=9.83$ GPa. At equal porosity the cracks soften the film about ten times more. If the same cracks all lay parallel to the film, the through-thickness modulus would be $10/(1+5.0\times0.1)=6.7$ GPa.

\section{What changes the answer}

\emph{Shape, interaction and film faces.} The true aspect ratio, 0.02, raises the softening from 0.176 to 0.184. Interaction can be estimated by adding the cracks in small portions to the already softened medium, $dE=-c_E(\nu)E\,d\rho$ and $dK=-c_K(\nu)K\,d\rho$, with $\nu$ updated from $E$ and $K$. This gives 8.38 GPa, 1.5\% below the first-order value. It is a model estimate and not a bound. Nor are fully random cracks well separated at $\rho=0.1$: each crosses on average $\pi^2\rho\approx1$ other crack, and about 63\% cross at least one. The formulas treat the cracks as separate, and the error due to crossings is not computed here. About $2a/h=10\%$ of the cracks, with $h$ the thickness, have centres within one radius of a film face. If their response changes by its own size, $E_0/E$ shifts by about 0.018.

\emph{Closure.} A remote compressive stress of magnitude $P$ normal to the crack plane reduces the gap by \eqref{bn} with $\sigma=P$. The gap $2c\sqrt{1-r^2/a^2}$ has the same profile, so it closes everywhere at once, at
\begin{equation}
P_c=\frac{\pi E_0\alpha}{4(1-\nu^2)}=168\ \mathrm{MPa}.
\end{equation}
Here the void shape does matter: it sets the load range in which the crack counts as open. Under a uniaxial compression of 1000 MPa, a rough contact pressure for an indenter, cracks with $n_1^2>0.168$ close. That means $|n_1|>0.41$, or 59\% of random orientations. Just beneath a real indenter, sideways confinement closes more of them. In a thick film the stresses decay with depth, and from about one contact radius down fewer cracks close. If the film cannot strain laterally, the lateral stress is close to $\nu/(1-\nu)=1/3$ of the axial stress, and slightly less: the closing cracks take up some of the strain and sliding gives much of it back, which leaves about 310 MPa if the faces lock on closing and 330 MPa if they slide freely. Every crack then carries roughly 300 MPa or more, and all of them close. Closed faces no longer contribute opening, and friction hinders their sliding. In this model an indenter therefore reads a stiffer film than a small-amplitude acoustic measurement, provided that much of the volume it probes is compressed enough to close the cracks.

\emph{Trapped liquid.} Let a liquid of bulk modulus $K_f$ fill a crack of volume $V_c=4\pi a^3\alpha/3$ and be unable to drain. A volume change $\Delta V$ makes the liquid carry a stress $K_f\Delta V/V_c$, so $\Delta V=Qa^3(\sigma_n-K_f\Delta V/V_c)$, where $\sigma_n$ is the normal load. Solving for $\Delta V$,
\begin{equation}
\Delta V=\frac{Qa^3\sigma_n}{1+R},\qquad R=\frac{K_fQa^3}{V_c}=\frac{4(1-\nu^2)K_f}{\pi E_0\alpha}.
\end{equation}
For water, $K_f\approx2.2$ GPa gives $R=13.1$. Sliding is unaffected, and the softening becomes $0.1\,(1.000/14.1+0.762)=0.083$; the full spheroid calculation gives 0.090. Filling the cracks removes about half of the softening, if each crack keeps its own liquid. Flow between crossing cracks would make the recovery smaller.

\emph{Attraction across the gap.} For flat faces at distance $d$ take the van der Waals pressure $A_H/(6\pi d^3)$ with $A_H\approx10^{-19}$ J. Its gradient at the centre, $A_H/(2\pi d^4)$ with $d=2$ nm, is 1.2\% of the crack stiffness $\pi E_0/[8(1-\nu^2)a]$. The rim is narrower. In the energy balance the gradient is weighted by the square of the opening profile. Integrated over the crack down to a gap of 0.5 nm, the attraction then offsets about 5\% of the stiffness; the figure grows logarithmically as the cutoff is lowered and is 7\% at 0.3 nm. If the rim is bonded wherever the gap is below 0.5 nm, the open radius is $a\sqrt{1-(0.5/2)^2}=0.968\,a$ and the softening drops to 0.160.

\emph{Growth.} At fixed load the energy available per unit of new crack area is
\begin{equation}
G=\frac{1}{2\pi a}\frac{dW}{da}=\frac{3Qa^2\sigma^2}{4\pi a}=\frac{4(1-\nu^2)\sigma^2a}{\pi E_0}.
\end{equation}
A film stress of 50 MPa gives 0.015 J/m$^2$, or 0.3\% of a rough toughness of 5 J/m$^2$. These cracks soften the film without being near growth. Corrosion by moisture, which lets cracks grow at lower energy, is not included.

\section{Real films and practice}

The modulus, Poisson ratio, film stress and toughness above are rough values in the range of organosilicate low-k films. The crack population is an assumption, chosen to make the effect visible. Where the porosity of a low-k film comes from rounded pores of nanometre size, porosity is the suitable variable for their effect. A thickness of 1000 nm is large for a wiring level of an advanced chip; in a layer of about 100 nm a crack of 50 nm radius spans the film, and the formulas do not apply. The assumption of dryness can fail in service, because films damaged by plasma can take up water. For the example, complete filling would move $E$ from 8.5 to about 9.2 GPa if each crack keeps its own liquid, and by less if water flows between crossing cracks. Water condensed from moist air is also under tension, about 70 MPa for a wetting meniscus across a gap held at 2 nm. This is not small against the closure pressure of 168 MPa, so the water can narrow the cracks as well as fill them. A narrower gap can hold a meniscus at higher tension, so in this continuum estimate a filled crack that dries can close before it empties. This needs the capillary tension at the open gap to exceed $P_c/4=42$ MPa, that is, a contact angle below about $54^\circ$.

Four working rules follow for open, dilute cracks.
\begin{itemize}
\item A porosity or density measurement cannot exclude crack softening. In the example it would have to resolve 0.84\% to detect a 15\% loss of $E$.
\item Characterize cracks by $N\langle a^3\rangle$. At fixed number, halving all radii cuts the softening eightfold. At fixed total crack area, which scales as $Na^2$, it cuts it twofold.
\item Compare a small-amplitude modulus with one measured under strong compression. A higher value under compression is consistent with closing cracks, but does not prove them: densification under the indenter acts in the same direction, and so does a stiff substrate. For the example film on silicon a flat contact of radius 100 nm reads about 8\% high and one of 200 nm about 18\% high from the substrate alone, while full closure gives 9 to 18\%. Since the cracks are about 110 nm apart, a contact wide enough to average over them needs a substrate correction first.
\item Compare dry and humid states. Recovery of a large share of the lost Young modulus on wetting points to flat voids, since $R$ scales as $1/\alpha$ (water-filled spheres in the example solid recover 10\% of the loss of $E$, but about half of the loss of $K$, so the bulk modulus discriminates less well), provided that the water cannot drain during the measurement and does not also alter the solid.
\end{itemize}
The numerical output lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
TESTS
largest relative error, crack formulas vs thin spheroid: 2.4e-05
traction integral at r = 0.5 a (pi/2 expected): 1.57077
INPUTS (rough, round)
Young modulus of solid E0: 10 GPa
Poisson ratio: 0.25
crack radius a: 50 nm
crack half-opening c: 1 nm
film thickness: 1000 nm
crack number density N: 8e+14 cm^-3
film tensile stress: 50 MPa
indenter contact pressure: 1000 MPa
water bulk modulus: 2.2 GPa
Hamaker constant: 1e-19 J
film toughness: 5 J/m^2
gap below which the rim is taken as bonded: 0.5 nm
RESULTS
aspect ratio alpha: 0.02
crack density rho = N a^3: 0.1
porosity: 0.838 %
coefficient cE: 1.7619
  part from opening: 1.0000
  part from sliding: 0.7619
coefficient cK: 3.3333
softening E0/E - 1, flat cracks: 0.1762
Young modulus with cracks: 8.502 GPa
bulk modulus of solid: 6.667 GPa
bulk modulus with cracks: 5.000 GPa
softening, spheres of equal total volume: 0.0168
Young modulus with those spheres: 9.835 GPa
softening ratio cracks/spheres: 10.49
bulk compliance ratio sphere/crack, equal radius: 2.827
FIXED rho: alpha, porosity in %, first-order E0/E - 1
  1  41.88790  0.8400
  0.1  4.18879  0.2185
  0.01  0.41888  0.1801
  0.001  0.04189  0.1766
  0.0001  0.00419  0.1762
NEGLECTED EFFECTS
softening with the true aspect ratio: 0.1840
Young modulus, incremental interaction scheme: 8.377 GPa
share of cracks within a of a film face: 0.100
order of resulting change in E0/E: 0.0176
gap attraction stiffness / crack stiffness, centre: 0.0119
softening if the narrow rim is bonded: 0.1599
water stiffening ratio R: 13.13
softening, water-filled, thin-crack formula: 0.0833
softening, water-filled, full spheroid: 0.0895
face-on closure pressure: 167.6 MPa
added centre opening under film stress: 0.597 nm
energy release rate under film stress: 0.0149 J/m^2
energy release rate / toughness: 0.0030
\end{verbatim}
